\section*{Why does gas flow between parallel plates have a Knudsen minimum?}

\section*{The question}

A gas is driven by a small pressure gradient through the gap between two wide parallel plates. The gradient, the gap and the temperature are held fixed while the mean pressure is lowered. The mass flow first falls and then rises again, although fewer molecules are left to carry it. Why does thinning the gas eventually help the flow, and what sets the pressure at which the trend reverses?

\section*{The mechanism: time between wall contacts}

The plates are a distance $H$ apart and re-emit every molecule diffusely, with a Maxwellian distribution at rest. A molecule leaving a wall therefore has no mean axial velocity. Until it returns to a wall, the pressure gradient acts on it like a constant axial acceleration. Collisions between molecules share axial momentum but do not destroy it; the walls do. This suggests that the flow is governed by the mean time since a molecule last touched a wall. In the model below the relation is exact; for other collision models it is approximate.

Collisions change this time in two opposite ways. In a dense gas they turn the path into a random walk, and more collisions make the walk to the wall longer. In a thin gas the long times belong to grazing molecules, which move almost parallel to the plates. A collision usually turns such a molecule towards a wall and ends its long flight.

\section*{The kinetic equation}

I use the linearised BGK model, in which collisions at rate $\nu$ replace the velocity distribution by a local Maxwellian. The channel is much longer than $H$ and than the mean free path, and edge effects are ignored. Let $X$ run across the gap and $z$ along it, and let $v_0=\sqrt{2kT/m}$. With number density $n(z)=n_0(1+\kappa z)$ at uniform $T$, $dp/dz=\kappa p$. Write the distribution as $n(z)$ times the Maxwellian times $1+\phi$. To first order in $\kappa$,
\begin{equation}
v_x\frac{\partial\phi}{\partial X}+\kappa v_z=\nu\left(\frac{2v_zu}{v_0^2}-\phi\right),
\end{equation}
where $u(X)$ is the mean axial velocity. An axial acceleration $a$ would enter in place of the gradient as $-2av_z/v_0^2$, so the gradient is equivalent to $a=-\kappa v_0^2/2$.

Every source is proportional to $v_z$. With $x=X/H$ and $c=v_x/v_0$, set $\phi=-\kappa H(v_z/v_0)\psi(x,c)$. Let $\langle\,\rangle$ be the average over $e^{-c^2}/\sqrt\pi$ and $W=\langle\psi\rangle$. Since the mean of $v_z^2$ is $v_0^2/2$, $u=-\kappa Hv_0W/2$. Substituting and dividing by $-\kappa v_z$ gives
\begin{equation}
c\,\psi'+\delta(\psi-W)=1,\qquad \delta=\frac{\nu H}{v_0},
\label{kin}
\end{equation}
with $\psi=0$ for molecules leaving a wall. The prime means $\partial/\partial x$.

To relate $\nu$ to the viscosity $\mu$, consider a uniform shear $du/dX$. The first correction to the local Maxwellian is $-(v_x/\nu)(2v_z/v_0^2)\,du/dX$. Its stress is
\begin{equation}
-\frac{2mn}{\nu v_0^2}\left(\frac{v_0^2}{2}\right)^2\frac{du}{dX}=-\frac{p}{\nu}\frac{du}{dX},
\end{equation}
because $p=mnv_0^2/2$. Hence $\mu=p/\nu$ and $\delta=pH/(\mu v_0)$: at fixed $H$ and $T$, $\delta$ is proportional to pressure. The length $H/\delta$ measures the mean free path.

The mass flow per unit width is $\dot M=mnH\int_0^1u\,dx$, or
\begin{equation}
\dot M=-\frac{H^2}{v_0}\frac{dp}{dz}\,G(\delta),\qquad G=\int_0^1W\,dx.
\label{flow}
\end{equation}

Equation \eqref{kin} is also the equation for a mean time. Measure time in $H/v_0$ and follow a molecule back over $dt$. With probability $\delta\,dt$ there was a collision, and its earlier velocity is an independent draw. Its mean time since wall contact therefore obeys
\begin{equation}
\psi(x,c)=dt+(1-\delta\,dt)\,\psi(x-c\,dt,c)+\delta\,dt\,W(x).
\end{equation}
The first-order terms in $dt$ reproduce \eqref{kin}. So $G$ is the mean wall-free time in units of $H/v_0$. Random walks with redrawn velocities gave $1.5386\pm0.0029$ at $\delta=1$; the solution of \eqref{kin} gives $1.5387$.

\section*{The thin gas}

Keep first only the current flight, dropping $\delta W$. For $c>0$, $\psi=(1-e^{-\delta x/c})/\delta$, and $c<0$ contributes equally after integration over $x$. With $s=\delta/c$,
\begin{equation}
G_1=\frac{2}{\sqrt\pi}\int_0^\infty\frac{ds}{s^2}\,e^{-\delta^2/s^2}\left[1-\frac{1-e^{-s}}{s}\right].
\end{equation}
The bracket equals $s\int_0^1(1-t)e^{-st}dt$. Replacing $st$ by $s$ in the inner integral gives
\begin{equation}
G_1=\frac{2}{\sqrt\pi}\int_0^1(1-t)J(\delta t)\,dt,\quad
J(\epsilon)=\int_0^\infty\frac{ds}{s}e^{-s-\epsilon^2/s^2}.
\end{equation}
Integrate $J$ by parts with $ds/s=d(\ln s)$:
\begin{equation}
J=\int_0^\infty\ln s\;e^{-s-\epsilon^2/s^2}ds-\int_0^\infty\ln s\,\frac{2\epsilon^2}{s^3}e^{-s-\epsilon^2/s^2}ds.
\end{equation}
As $\epsilon\to0$ the first integral tends to $-\gamma$, with $\gamma$ Euler's constant. In the second put $y=\epsilon^2/s^2$. At fixed $y$, $s=\epsilon/\sqrt y\to0$, so $e^{-s}\to1$ and the integral approaches $\int_0^\infty(\ln\epsilon-\tfrac12\ln y)e^{-y}dy=\ln\epsilon+\gamma/2$. Thus $J\simeq\ln(1/\epsilon)-3\gamma/2$. Since $\int_0^1(1-t)dt=1/2$ and $-\int_0^1(1-t)\ln t\,dt=3/4$,
\begin{equation}
G\simeq\frac{1}{\sqrt\pi}\left[\ln\frac1\delta+\frac{3(1-\gamma)}{2}\right],\qquad \delta\to0.
\label{log}
\end{equation}
The logarithm comes from the mean of $1/|c|$, the crossing time, cut off by collisions at $|c|\sim\delta$.

The leading correction counts a second flight. A collision occurs with probability of about $\delta G$ and adds a time of about $G$, hence a term near $\delta G^2$. At $\delta=0.001$ the solution is $4.2736$ and \eqref{log} gives $4.2551$. The difference, $0.0185$, is close to $\delta G^2=0.0183$.

\section*{The dense gas, and why a minimum must exist}

When $\delta$ is large, free times have mean $1/\delta$ and mean square $2/\delta^2$. With $\langle c^2\rangle=1/2$, each flight adds $1/\delta^2$ to the mean square displacement. Flights occur at rate $\delta$, so $2D=1/\delta$. The mean time $\tau$ to reach a wall satisfies $D\tau''=-1$ with $\tau=0$ at both walls:
\begin{equation}
\tau=\delta x(1-x),\qquad \int_0^1\tau\,dx=\frac{\delta}{6}.
\end{equation}
Inserted in \eqref{flow}, this is the viscous law $\dot M=-(\rho H^3/12\mu)\,dp/dz$, with $\rho=mn=2p/v_0^2$. The computed excess $G-\delta/6$ is $1.10$, $1.06$ and $1.04$ at $\delta=10$, $20$ and $40$. This is the contribution of slip at the walls, which stays of order one while the viscous part grows.

A lower bound makes the argument firm at every $\delta$. Multiply \eqref{kin} by $\psi$, average, and integrate. Because $\langle W(\psi-W)\rangle=0$,
\begin{equation}
G=\delta\int_0^1\langle(\psi-W)^2\rangle dx+\tfrac12\Big[\langle c\psi^2\rangle\Big]_0^1.
\label{diss}
\end{equation}
At each wall only arriving molecules have $\psi\neq0$, so the last term is non-negative. The balance is one of $\tfrac12\langle\psi^2\rangle$, not of momentum: the driving supplies it at the total rate $G$, the last term is its loss at the walls, and the first term is its loss in collisions, which even out the drift while conserving momentum.

Split $\psi=e+o$ into parts even and odd in $c$. Then $W=\langle e\rangle$ and
\begin{equation}
\langle(\psi-W)^2\rangle=\langle o^2\rangle+\langle e^2\rangle-\langle e\rangle^2.
\end{equation}
The plain average of \eqref{kin} is $\langle c\psi\rangle'=1$. Reflection symmetry, $\psi(x,c)=\psi(1-x,-c)$, makes $\langle c\psi\rangle$ vanish at mid-gap, so $\langle co\rangle=x-\tfrac12$. The Cauchy--Schwarz inequality gives $(x-\tfrac12)^2\le\tfrac12\langle o^2\rangle$, and hence
\begin{equation}
\int_0^1\langle o^2\rangle dx\ge2\int_0^1(x-\tfrac12)^2dx=\frac16,\qquad G\ge\frac\delta6.
\label{bound}
\end{equation}
Also $G\ge G_1$, since the omitted source $\delta W$ is positive. $G$ therefore grows without limit at both ends and, being continuous, has a minimum in between. This does not prove that there is one minimum only. On a grid of 40 values from $\delta=0.01$ to $40$ the computed curve turns once.

\section*{What changes sign at the minimum}

Differentiate \eqref{kin} with respect to $\delta$, marking the derivative by a dot, and write the equation for $\tilde\psi(x,c)=\psi(x,-c)$ beside it:
\begin{align}
c\dot\psi'+\delta(\dot\psi-\dot W)&=-(\psi-W),\\
-c\tilde\psi'+\delta(\tilde\psi-W)&=1.
\end{align}
Multiply the first by $\tilde\psi$ and the second by $\dot\psi$, subtract, average and integrate. The terms in $\delta$ cancel because $\langle\tilde\psi\rangle=W$ and $\langle\dot\psi\rangle=\dot W$. The boundary term $\langle c\tilde\psi\dot\psi\rangle$ vanishes: at a wall $\dot\psi=0$ for departing molecules and $\tilde\psi=0$ for arriving ones. What remains is
\begin{equation}
\frac{dG}{d\delta}=\int_0^1\langle\psi\,(W-\tilde\psi)\rangle\,dx.
\label{swap}
\end{equation}
Here $\tilde\psi$ is the mean time a molecule still has before it reaches a wall. An additional collision replaces it by $W$, the mean for a fresh velocity. The weight $\psi$ favours molecules that have already flown long. In a thin gas these are the grazing ones, which also have long flights ahead, so the exchange is a loss.

With $\psi\tilde\psi=e^2-o^2$, \eqref{swap} becomes
\begin{equation}
\frac{dG}{d\delta}=\int_0^1\Big[\langle o^2\rangle-\big(\langle e^2\rangle-\langle e\rangle^2\big)\Big]dx.
\label{slope}
\end{equation}
The odd part is the difference in drift between molecules moving towards and away from a given wall, and it carries axial momentum to the walls. The variance of $e$ is the inequality of drift between grazing and steep molecules. The flow is least where the two are equal.

At $\delta=0.1$ the odd part is $1.40$ and the even spread $4.99$, so the slope is $-3.59$. At $\delta=10$ they are $0.173$ and $0.013$, and the slope is $+0.160$. By \eqref{bound} the odd part cannot fall below $1/6$, whereas collisions have nearly removed the spread. The two terms meet at $\delta=1.07$, both being $0.285$. A direct search for the minimum of $G$ gives the same $\delta$, with $G=1.538$.

\section*{Are grazing molecules really responsible?}

For $\delta\to0$ the product $\psi\tilde\psi$ dominates \eqref{swap}. Insert the single-flight times, set $e^{-c^2}\to1$ because $|c|\sim\delta$ matters, and integrate over $x$:
\begin{align}
\frac{dG}{d\delta}&\simeq-\frac{2}{\sqrt\pi\,\delta}\int_0^\infty F\,ds,\\
F&=\frac{1}{s^2}\left[1+e^{-s}-\frac{2(1-e^{-s})}{s}\right]
=\frac{d}{ds}\left[\frac{1-e^{-s}}{s^2}-\frac1s\right].
\end{align}
The last bracket runs from $-1/2$ at $s=0$ to $0$ at infinity, so the integral is $1/2$ and the slope is $-1/(\sqrt\pi\,\delta)$, as \eqref{log} requires. Half of this fall comes from $|c|<0.39\,\delta$, and 79\% from $|c|$ between $0.1\,\delta$ and $10\,\delta$. At small $\delta$ these are grazing molecules. Near $\delta=1$ this estimate no longer applies, because $e^{-c^2}$ cannot be set to 1 when $|c|\sim\delta$.

A sharper check is to change the gas. The derivation of \eqref{slope} did not use the Gaussian form of the distribution, so it holds for any symmetric distribution of $c$ from which collisions redraw.

First let all molecules have $|c|=1/\sqrt2$, which keeps $\langle c^2\rangle=1/2$. Then $e=W$, and the even and odd parts of \eqref{kin} are $c\,o'=1$ and $c\,e'=-\delta o$. For $c>0$, symmetry gives $o=(x-\tfrac12)/c$. The wall condition $e+o=0$ at $x=0$ gives $e(0)=1/(2c)$, so
\begin{equation}
e=\frac1{2c}+\frac{\delta x(1-x)}{2c^2},\qquad G=\frac1{\sqrt2}+\frac\delta6.
\end{equation}
There is no spread in $e$ and no minimum.

Next remove from the Maxwellian all molecules with $|c|$ below a cutoff, and let collisions redraw from what is left. At $\delta=0$ the flights are straight: $\psi=x/c$ for $c>0$ and $(1-x)/|c|$ for $c<0$. Then $W=\tfrac12\langle1/|c|\rangle$ and $\langle\psi\tilde\psi\rangle=x(1-x)\langle1/c^2\rangle$, so
\begin{equation}
\left.\frac{dG}{d\delta}\right|_0=\frac14\left\langle\frac1{|c|}\right\rangle^2-\frac16\left\langle\frac1{c^2}\right\rangle .
\end{equation}
The flow falls at first if $\langle1/c^2\rangle>\tfrac32\langle1/|c|\rangle^2$. Some spread of transverse speeds is thus not enough: the variance of $1/|c|$ must exceed half the square of its mean. Slow molecules mixed with much faster ones can achieve this, in a two-speed gas only if the slow fraction $f$ is below $2/3$, since the variance over the squared mean stays below $(1-f)/f$; a gas in which nearly all molecules are equally slow and the few others are faster cannot. The sign changes at a cutoff of $0.124$, which removes 14\% of the molecules. With a cutoff of $0.08$ the initial slope is $-0.304$, with $0.2$ it is $+0.118$. For a cutoff of $0.3$, which removes 33\%, $G$ rises at every step of the same grid from $\delta=0.01$ to $40$. The cutoff also changes $\langle c^2\rangle$ and hence the viscous slope, so these gases test the cause of the fall, not the values of $G$ in a real gas.

\section*{The number: a channel of 0.1 mm}

Take a model gas with molecular mass 40 u, $T=300$ K and $\mu=2\times10^{-4}$ poise. The gap is $H=0.01$ cm, the length $10$ cm and the pressure drop $1$ dyn/cm$^2$, so the gradient is $0.1$ dyn/cm$^3$. The speed is $v_0=3.53\times10^4$ cm/s. At the minimum,
\begin{equation}
p=\frac{\delta\mu v_0}{H}=\frac{1.072\times(2\times10^{-4})\times(3.53\times10^4)}{0.01}
\approx757\ \mathrm{dyn/cm^2},
\end{equation}
or about 76 Pa, and
\begin{equation}
\dot M=\frac{(0.01)^2\times0.1\times1.538}{3.53\times10^4}\approx4.36\times10^{-10}\ \mathrm{g/(cm\,s)}.
\end{equation}
With the gradient, gap and temperature unchanged, $\delta=0.05$ corresponds to 35.3 dyn/cm$^2$ and gives $6.52\times10^{-10}$ g/(cm s). The gas is 21 times thinner than at the minimum, yet the mass flow is 50\% larger. At $\delta=10$, or 7060 dyn/cm$^2$, it is $7.84\times10^{-10}$ g/(cm s), 80\% above the minimum.

The assumptions on pressure drop and length hold in the thinnest case: the pressure drop is 2.8\% of the pressure, and $H/\delta=0.2$ cm is one fiftieth of the length. The second condition matters because a grazing molecule with $|c|\sim\delta$ travels an axial distance of order $H/\delta$ between walls. If the channel is shorter than that, its ends replace collisions as the cutoff, and the logarithm saturates near $\ln(L/H)$ for length $L$. The width must also be large compared with $H/\delta$, because side walls end grazing flights in the same way. The numbers above are for infinite width. In the same model the 50\% rise between $\delta=1.07$ and $0.05$ shrinks to about 46\%, 38\% and 23\% for widths of 1 cm, 3 mm and 1 mm.

The mass and viscosity are close to those of argon, whose viscosity at room temperature is roughly $2.3\times10^{-4}$ poise; that value would raise the model's pressure at the minimum by about 15\%. In the BGK model all molecules collide at the same rate, whereas in a real gas the rate depends on speed. The model also has Prandtl number 1 instead of about $2/3$; correcting this alone (the S-model) raises $G$ near the minimum by about 1\%. The flow of argon, and the size of its rise at low pressure in particular, may therefore differ from these numbers. Since the model's pressure at the minimum varies as $1/H$, a 1 mm gap would have its minimum near 7.6 Pa. Such pressures occur in sputtering and etching equipment, where narrow slots feed gas or separate chambers. The long-channel result does not carry over directly to a short slot. For $L/H=10$ the scale $\ln(L/H)/\sqrt\pi\approx1.3$ is below the long-channel minimum of 1.54, so the long-channel curve fails there at low pressure. Whether such a slot still shows a minimum requires a calculation that includes its ends. Partly specular walls preserve some axial momentum and would raise $G$, by an amount not computed here. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
delta=0.1: G=2.0327, Monte Carlo=2.0251 +- 0.0061
delta=1: G=1.5387, Monte Carlo=1.5386 +- 0.0029
delta=10: G=2.7686, Monte Carlo=2.7638 +- 0.0054
delta=0.001: G=4.2736, logarithmic law=4.2551
delta=0.01: G=3.0496, logarithmic law=2.9560
delta=10: G - delta/6 = 1.1020
delta=20: G - delta/6 = 1.0641
delta=40: G - delta/6 = 1.0410
turning points for delta from 0.01 to 40: 1
minimum by direct search: delta=1.072, G=1.5381
minimum by slope balance: delta=1.072
delta=0.100: odd part=1.3959, even spread=4.9854, slope=-3.5895
   finite-difference slope=-3.5897, collision loss=0.6381, wall loss=1.3946
delta=1.072: odd part=0.2851, even spread=0.2851, slope=-0.0000
   finite-difference slope=-0.0000, collision loss=0.6110, wall loss=0.9270
delta=10.000: odd part=0.1725, even spread=0.0126, slope=0.1599
   finite-difference slope=0.1600, collision loss=1.8516, wall loss=0.9165
integral of fall density=0.500000
half of the fall comes from |c|/v0 below 0.391*delta
share from |c|/v0 between 0.1*delta and 10*delta: 0.787
single-speed gas, delta=0.1: G=0.7238
single-speed gas, delta=1: G=0.8738
single-speed gas, delta=4: G=1.3738
cutoff |c|/v0=0.08: initial slope=-0.3041, from solver=-0.3039
cutoff |c|/v0=0.2: initial slope=0.1179, from solver=0.1179
cutoff |c|/v0=0.3: initial slope=0.1299, from solver=0.1299
threshold cutoff |c|/v0=0.1239, fraction of molecules removed=0.1391
cutoff 0.3 removes fraction 0.3286; G at delta=0.01, 1, 10: 0.8075, 0.9213, 1.9002
model gas: mass=40 u, T=300 K, mu=0.0002 poise
channel: H=0.01 cm, length=10 cm, drop=1 dyn/cm^2
v0=3.5315e+04 cm/s, gradient=0.1 dyn/cm^3
delta=0.050: p=35.32 dyn/cm^2, H/delta=0.2000 cm, G=2.3023
   mass flow per width=6.5191e-10 g/(cm s)
delta=1.072: p=756.90 dyn/cm^2, H/delta=0.0093 cm, G=1.5381
   mass flow per width=4.3553e-10 g/(cm s)
delta=10.000: p=7063.06 dyn/cm^2, H/delta=0.0010 cm, G=2.7686
   mass flow per width=7.8398e-10 g/(cm s)
pressure at the minimum=75.69 Pa
\end{verbatim}
